# Comment on a Gamma-point argument for zero conductance in a periodic contact

## The argument under review

The argument concerns a metallic contact that is periodic in the two directions across the current. It models the metal as a simple-cubic crystal with one s orbital per atom, takes one primitive cell as the transverse cell, and computes the transmission at transverse Gamma, where the wavefunction has the same phase in every transverse cell. With the Fermi energy at band centre the computed transmission is zero. The argument then reads: the cell is repeated periodically, the calculation has periodic boundary conditions, so the calculation describes the periodic contact, and the contact does not conduct.

The computed zero is correct. The question is whether the conclusion follows from it. A periodic Hamiltonian has Bloch states with all transverse wavevectors, and the argument has kept one of them. I therefore work out the transmission of each wavevector and then their sum.

## Model and open channels

Let $a$ be the lattice constant, $-t$ the nearest-neighbour hopping with $t>0$, and let the site energy be zero. Electrons are independent and spin gives a factor 2. Current flows along $z$. The leads and the region between them are the same perfect crystal.

Write $x=k_xa$, $y=k_ya$ and

$$S=\cos x+\cos y .$$

Transverse translation symmetry conserves $x$ and $y$, so each pair $(x,y)$ gives an independent chain of layers. The two transverse directions contribute $-t(e^{ix}+e^{-ix}+e^{iy}+e^{-iy})=-2tS$ to the layer energy. The amplitude $c_n$ on layer $n$ obeys

$$E c_n=-2tS\,c_n-t(c_{n+1}+c_{n-1}).$$

Inserting $c_n=e^{iqn}$, with $q=k_za$, gives $E=-2tS-2t\cos q$, or

$$\cos q=-\frac{E}{2t}-S .$$

A propagating wave needs real $q$ and nonzero velocity, hence

$$\left|\frac{E}{2t}+S\right|<1 .$$

When this holds, the incoming Bloch wave is already a solution throughout the crystal. Nothing reflects it, and $T(x,y)=1$. When the left side exceeds 1, the lead has no incoming wave and $T(x,y)=0$. Equality marks a band edge, which has zero area in the zone.

The current carried by one open chain follows from its velocity $v=(1/\hbar)\,dE/dk_z$. With $F_L$ and $F_R$ the reservoir occupations, and $e$ the magnitude of the electron charge,

$$|I|=2e\int_{v>0}\frac{dk_z}{2\pi}\,v\,(F_L-F_R)=\frac{2e}{h}\int dE\,(F_L-F_R).$$

The velocity has cancelled against $dk_z/dE=1/(\hbar v)$. For a small voltage $V$ at low temperature, the last integral is $eV$, so each open chain has conductance $2e^2/h$, whatever its velocity.

## What the zero at Gamma means

At Gamma $S=2$, and at band centre $E=0$. Then $\cos q=-2$, which no real $q$ satisfies. In terms of $\lambda=e^{iq}$,

$$\lambda+\lambda^{-1}=-4,\qquad \lambda^2+4\lambda+1=0,\qquad \lambda=-2\pm\sqrt3 .$$

The root of modulus below 1 is $\lambda=-(2-\sqrt3)$: the amplitude changes sign and shrinks from layer to layer. Writing $|\lambda|=e^{-\kappa a}$ gives $\cosh\kappa a=2$. The Gamma chain has its band between $-6t$ and $-2t$, and the Fermi energy lies $2t$ above the top of that band. With both leads made of this crystal, transmission at Gamma vanishes because there is no wave to transmit.

A finite slab between different leads, which do have Gamma states at this energy, behaves otherwise. Inside a slab of $M$ layers, $c_n=A\lambda^n+B\lambda^{-n}$. The right lead fixes the ratio of the two terms at layer $M$, so $B/A$ is proportional to $\lambda^{2M}$. For a thick slab the $B$ term is then negligible at the left end, where $A$ is set. The amplitude reaching the right end is proportional to $\lambda^M$, and each added layer multiplies the transmission by

$$\lambda^2=(2-\sqrt3)^2=7-4\sqrt3\approx0.0718 .$$

A direct matrix inversion for slabs of 8 and 9 layers, with $t=1$ eV and an energy-independent broadening of 1 eV on each end layer, gives the same ratio, 0.071797. Gamma transmission through such a slab is small but not zero.

## The sum that the contact requires

A contact of large area $A_c$ has $A_c/a^2$ transverse wavevectors, spread uniformly over the zone. Its conductance is the sum over them:

$$\frac{G}{A_c}=\frac{2e^2}{h}\frac{f}{a^2},\qquad
f=\int_{-\pi}^{\pi}\!\int_{-\pi}^{\pi}\frac{dx\,dy}{(2\pi)^2}\,T(x,y).$$

For the perfect crystal $f$ is the open fraction of the zone. At $E=0$ it is the fraction with $|S|<1$. It cannot vanish: at $x=y=\pi/2$ one has $S=0$, and by continuity a neighbourhood of that point is open too.

To find $f$, subtract the two closed regions, $S>1$ and $S<-1$. Shifting both $x$ and $y$ by $\pi$ reverses the sign of $S$ and preserves area, so the regions are equal in size. Since $S$ is even in $x$ and in $y$, the quarter zone $0<x,y<\pi$ suffices. There $S>1$ requires $\cos y>1-\cos x$. This is possible only if $\cos x>0$, that is $x<\pi/2$, and then $y<\arccos(1-\cos x)$. The area of this region is

$$J=\int_0^{\pi/2}\arccos(1-\cos x)\,dx=1.8237 .$$

Divided by the quarter-zone area $\pi^2$ and doubled for the second region, it gives

$$f=1-\frac{2J}{\pi^2}=1-\frac{2(1.8237)}{9.8696}=0.6304 .$$

About 63% of the transverse wavevectors conduct perfectly at the energy where Gamma conducts nothing. The conclusion under review does not follow.

## A second derivation, valid at other energies

The same fraction follows from the density of layer energies $\varepsilon=-2tS$. A chain is open if $|E-\varepsilon|<2t$, so

$$f(E)=\int_{E-2t}^{E+2t}\rho_2(\varepsilon)\,d\varepsilon ,$$

where $\rho_2$ is the square-lattice density of states per site and spin, zero for $|\varepsilon|>4t$.

To obtain it, set $x=u+v$ and $y=u-v$, so that $S=2\cos u\cos v$. Letting $u$ and $v$ each run over $2\pi$ covers the zone uniformly twice, so averages are unchanged. For fixed $u$ put $b=4t\cos u$. The function $\varepsilon+b\cos v$ has two zeros when $|\varepsilon|<|b|$, each with slope of magnitude $\sqrt{b^2-\varepsilon^2}$. The average of $\delta(\varepsilon+b\cos v)$ over $v$ is therefore $1/(\pi\sqrt{b^2-\varepsilon^2})$. With $m=1-(\varepsilon/4t)^2$, one has $b^2-\varepsilon^2=16t^2(m-\sin^2u)$. The average over $u$ consists of four equal quarter ranges:

$$\rho_2=\frac{4}{2\pi}\int_0^{\arcsin\sqrt m}\frac{du}{4\pi t\sqrt{m-\sin^2u}} .$$

Now substitute $\sin u=\sqrt m\sin\phi$. The root becomes $\sqrt m\cos\phi$, and $du=\sqrt m\cos\phi\,d\phi/\sqrt{1-m\sin^2\phi}$, so

$$\rho_2(\varepsilon)=\frac{1}{2\pi^2t}\int_0^{\pi/2}\frac{d\phi}{\sqrt{1-m\sin^2\phi}}=\frac{K(m)}{2\pi^2t},$$

where $K$ is the complete elliptic integral with parameter $m$. Integrating from $-2t$ to $2t$ again gives 0.6304.

**The error can have either sign.** At $E=-4t$ the open condition is $|S-2|<1$, or $S>1$. Gamma satisfies it, with $\cos q=0$ and $T=1$. The zone average is $J/\pi^2=0.185$, so here Gamma overstates the conductance per area by a factor of 5.4.

The band bottom gives a limiting case. For $E=-6t+\delta$ with $0<\delta\ll t$, the open condition becomes $S>2-\delta/(2t)$. Expanding $S\approx2-(x^2+y^2)/2$ turns this into $x^2+y^2<\delta/t$, a disk of area $\pi\delta/t$. Hence $f\approx\delta/(4\pi t)$, which tends to zero while $T$ at Gamma stays at 1.

## When Gamma is enough

A different transverse hopping, $t_\perp>0$, shows when the argument would have worked. The layer energy is then $-2t_\perp S$, whose magnitude is at most $4t_\perp$. If

$$|E|+4t_\perp<2t,$$

every chain is open, and Gamma gives the correct average of 1 for the perfect crystal. At band centre this means $t_\perp<t/2$. Weakly coupled parallel wires satisfy it; the cubic crystal, with $t_\perp=t$, does not. The condition covers only the crystal without scattering. With a scattering plane, treated below, $T$ depends on $\sin q$. At band centre $\sin^2q=1-(t_\perp S/t)^2$ takes its smallest value at Gamma, so Gamma then understates the average. As $t_\perp$ approaches $t/2$ the Gamma transmission through the plane tends to zero while the zone average stays finite.

A larger transverse cell also changes what "Gamma" means. In an $N\times N$ supercell, equal phase in every supercell allows the primitive wavevectors $x=2\pi i/N$ and $y=2\pi j/N$, with $i,j=0,\ldots,N-1$. Supercell Gamma thus sums $N^2$ primitive points. For $N=2$ the values of $S$ are $2,0,0,-2$: two chains out of four are open, and the transmission per primitive cell is 0.5. A Green-function calculation with the real-space supercells gives 0.49995, 0.63993 and 0.57136 for $N=2$, 5 and 7. The folded points give $2/4$, $16/25$ and $28/49$.

The small deficits come from an imaginary energy $\eta=10^{-4}$ eV used with $t=1$ eV. For a chain with $S=0$ at $E=0$, the dispersion becomes $\cos q=-i\eta/(2t)$, so to first order $q=\pi/2+i\eta/(2t)$. The flux falls by $e^{-\eta/t}$ per layer, a loss of about $10^{-4}$, as found for $N=2$.

The approach to the zone average is not monotonic. Gamma-centred meshes of $25^2$, $50^2$, $125^2$ and $250^2$ points give 0.6272, 0.6344, 0.6303 and 0.6299. The $125^2$ mesh happens to lie closer to 0.6304 than the $250^2$ mesh, whose error is 0.08% of $f$. The integrand jumps between 0 and 1, so a point contributes fully or not at all as the mesh moves across the boundary $|S|=1$. Agreement between two successive meshes is therefore weak evidence of convergence. Meshes with $N$ divisible by 3 or 4 also place points on that boundary, such as $x=y=2\pi/3$ or $x=0$, $y=\pi/2$, where the open or closed label is ambiguous.

## Size of the conductance

Take $a=0.23$ nm and $t=1$ eV. At $E=0$ the band is half full: shifting all three components of $\mathbf ka$ by $\pi$ reverses the energy, so half the states lie below zero. With spin this is one electron per cell, a density of $8.2\times10^{22}$ cm$^{-3}$. Using $2e^2/h=7.748\times10^{-5}$ S and $a=2.3\times10^{-8}$ cm,

$$\frac{G}{A_c}=\frac{(7.748\times10^{-5})(0.6304)}{(2.3\times10^{-8})^2}\ \mathrm{S/cm^2}=9.2\times10^{10}\ \mathrm{S/cm^2}.$$

The inverse is a specific resistance of $1.1\times10^{-11}$ ohm cm$^2$. Primitive Gamma alone would give an infinite one. This resistance is measured between ideal reservoirs and comes from the finite number of channels. It is not an extra resistance of some plane inside the perfect crystal, which reflects nothing.

Temperature does not rescue the Gamma result. With the chemical potential held at band centre, the thermal weight of the Gamma band is $F(-6t)-F(-2t)\approx e^{-2t/k_BT}$, where $F$ is the Fermi function. At 300 K, $k_BT=0.02585$ eV and this is $2.5\times10^{-34}$. The zone average barely moves: the thermal weight $-dF/dE$ is even about the chemical potential and $f(E)$ is smooth there, so the first correction is of order $(k_BT/t)^2$. The computed change is $-8\times10^{-5}$ of $f$. Averaging over a 0.1 V window centred on $E=0$, with the crystal potential held fixed, changes $f$ by $-3\times10^{-5}$ of its value.

## Interface scattering

A real interface disturbs the open channels. Let one plane, $n=0$, have its site energy raised by $U$. For a wave from the left,

$$c_n=e^{iqn}+re^{-iqn}\ (n\le0),\qquad c_n=\tau e^{iqn}\ (n\ge0),$$

with $\sin q>0$. Equality at $n=0$ gives $r=\tau-1$, hence $c_{-1}=e^{-iq}+(\tau-1)e^{iq}=\tau e^{iq}-2i\sin q$. Since $E+2tS=-2t\cos q$, the equation for layer 0 is

$$(-2t\cos q-U)\tau=-t(2\tau e^{iq}-2i\sin q).$$

The cosine terms cancel, leaving $(2it\sin q-U)\tau=2it\sin q$. Both sides of the plane have the same velocity, so

$$T=|\tau|^2=\frac{4t^2\sin^2q}{4t^2\sin^2q+U^2}.$$

At $E=0$, $\sin^2q=1-S^2$. For $U=1$ eV, with leads and energy unchanged, the zone average falls from 0.630 to 0.446, a drop of 29%. The specific resistance rises by a factor of about 1.4. Slow channels near $|S|=1$ suffer most, because their $\sin q$ is small.

## Relation to real contacts

The parameters are rough values in the regime of copper's s electrons: the density is close to copper's, and the occupied half of the band is $6t=6$ eV wide, comparable with the Fermi energy of about 7 eV for free electrons of that density. Copper is face-centred cubic and has d states, so the result is not a calculation of copper. Free electrons of the same density indicate how much band shape matters. They have $k_Fa=(3\pi^2)^{1/3}=3.094$ and $(k_Fa)^2/(4\pi)=0.762$ channels per area $a^2$, 21% more than the cubic band. Real metals also scatter electrons in the bulk. With a rough room-temperature resistivity of 2 microohm cm, 54 nm of metal has the same resistance per area as the ballistic term, and 1 nm adds about 2%. Metal–semiconductor contacts in devices have much larger specific resistances, roughly $10^{-9}$ ohm cm$^2$ or more. They break the assumption of identical, perfectly matched metals on both sides, and the number found here should not be used for them.

## Recommendation

The zero should be reported as the transmission of the primitive Gamma channel. The claim about the contact should be withdrawn and replaced by a transverse zone average, with its mesh dependence shown at the energy of interest. If the interface needs a larger transverse cell, the average runs over that cell's smaller zone, and the result should be divided by the cell area before it is compared with other cells. The values quoted here can be compared with the numerical output below.

## Computed results

```
Lattice constant a: 0.23 nm
Hopping strength t: 1.00 eV
Full band width 12t: 12.0 eV
Electron density at half filling: 8.219e+22 cm^-3
Sampled electrons per cell at E=0: 1.0003
Imaginary energy eta: 1.0e-04 eV
Gamma transmission at E=0 (finite eta): 1.99e-11
Excluded-area integral: 1.823721
Zone average f, closed integral: 0.630437
Zone average f, density of states: 0.630437
Zone average, Green functions 120x120: 0.63045
Supercell 1x1 Gamma, T per primitive cell: 0.00000
Supercell 2x2 Gamma, T per primitive cell: 0.49995
Supercell 5x5 Gamma, T per primitive cell: 0.63993
Supercell 7x7 Gamma, T per primitive cell: 0.57136
Gamma-centred mesh 10x10, open fraction: 0.58000
Gamma-centred mesh 25x25, open fraction: 0.62720
Gamma-centred mesh 50x50, open fraction: 0.63440
Gamma-centred mesh 125x125, open fraction: 0.63027
Gamma-centred mesh 250x250, open fraction: 0.62992
Shift of mesh 250 from closed integral: -5.17e-04
Gamma transmission at E=-4t: 0.99990
Zone average at E=-4t: 0.184782
Gamma decay constant kappa: 5.726 nm^-1
Slab T ratio per added layer, computed: 0.071797
Slab T ratio per added layer, formula: 0.071797
Conductance quantum 2e^2/h: 7.74809e-05 S
Ballistic conductance per area: 9.2338e+10 S/cm^2
Ballistic specific resistance: 1.0830e-11 ohm cm^2
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Relative thermal change of f: -7.92e-05
Thermally averaged Gamma transmission: 2.52e-34
Bias window: 0.10 V
Relative bias-window change of f: -3.00e-05
Free-electron kF times a: 3.0937
Free-electron modes per cell area: 0.76162
Free-electron relative difference: 20.8 %
Shift U on one plane: 1.00 eV
Zone average with shifted plane: 0.44551
Change from shifted plane: -29.3 %
Rough bulk resistivity: 2 microohm cm
Length with equal bulk resistance: 54 nm
Bulk resistance of 1 nm / ballistic: 1.8 %
```
